\section*{Controlled separable expansion of a semilocal pseudopotential channel in plane waves}

A semilocal channel $V_l=v_l(r)\hat P_l$ multiplies by a radial function after projecting on angular momentum $l$ about an ion. In a periodic cell of volume $\Omega$, with one such ion at the origin, its matrix elements between plane waves are
\begin{equation}
\langle\mathbf G|V_l|\mathbf G'\rangle=\frac{4\pi}{\Omega}(2l+1)P_l(\cos\gamma)\,F_l(G,G'),\qquad
F_l(k,k')=\int_0^\infty r^2 j_l(kr)\,v_l(r)\,j_l(k'r)\,dr ,
\label{main}
\end{equation}
where $\gamma$ is the angle between $\mathbf G$ and $\mathbf G'$. Let shell $i$ contain the $w_i$ plane waves of modulus $k_i$. Diagonalizing the real symmetric matrix
\begin{equation}
K_{ij}=\frac{4\pi}{\Omega}\sqrt{w_iw_j}\,F_l(k_i,k_j)=\sum_n\lambda_n u_n(i)u_n(j),\qquad |\lambda_1|\ge|\lambda_2|\ge\dots
\label{K}
\end{equation}
and keeping $M$ terms gives an operator $V_l^{(M)}$ with $(2l+1)M$ projectors, whose error in the operator norm obeys
\begin{equation}
\|V_l-V_l^{(M)}\|\le g_{\max}|\lambda_{M+1}|,\qquad g_{\max}\le 2l+1 .
\label{control}
\end{equation}
For $l=0$ and $l=1$ in a cubic cell $g_{\max}=1$ and the error equals $|\lambda_{M+1}|$.

Hartree atomic units are used. The basis is the set of all reciprocal lattice vectors with $|\mathbf G|\le k_c$, so every shell is complete. The norm in (\ref{control}) refers to this basis; the error made by the cutoff itself is a separate matter. The function $v_l$ is real and short-ranged, as it is when a common local potential has been subtracted from all channels.

To obtain (\ref{main}), write the projector as an integral over directions,
\begin{equation}
(\hat P_lf)(r\hat{\mathbf r})=\frac{2l+1}{4\pi}\int d\hat{\mathbf s}\,P_l(\hat{\mathbf r}\cdot\hat{\mathbf s})f(r\hat{\mathbf s}).
\end{equation}
This follows from $\hat P_l=\sum_m|Y_{lm}\rangle\langle Y_{lm}|$ and the addition theorem
\begin{equation}
P_l(\hat{\mathbf a}\cdot\hat{\mathbf b})=\frac{4\pi}{2l+1}\sum_mY_{lm}(\hat{\mathbf a})Y_{lm}^*(\hat{\mathbf b}).
\label{add}
\end{equation}
Using (\ref{add}) twice and the orthonormality of the $Y_{lm}$ gives
\begin{equation}
\int d\hat{\mathbf s}\,P_{l'}(\hat{\mathbf a}\cdot\hat{\mathbf s})P_l(\hat{\mathbf s}\cdot\hat{\mathbf b})
=\delta_{ll'}\Big(\frac{4\pi}{2l+1}\Big)^2\sum_mY_{lm}(\hat{\mathbf a})Y^*_{lm}(\hat{\mathbf b})
=\delta_{ll'}\frac{4\pi}{2l+1}P_l(\hat{\mathbf a}\cdot\hat{\mathbf b}).
\label{conv}
\end{equation}
The Rayleigh expansion is $e^{i\mathbf k\cdot\mathbf r}=\sum_l(2l+1)i^lj_l(kr)P_l(\hat{\mathbf k}\cdot\hat{\mathbf r})$. By (\ref{conv}) the projector keeps one term of it:
\begin{equation}
\hat P_le^{i\mathbf G'\cdot\mathbf r}=(2l+1)i^lj_l(G'r)P_l(\hat{\mathbf G}'\cdot\hat{\mathbf r}).
\end{equation}
Multiply by $v_l(r)e^{-i\mathbf G\cdot\mathbf r}$ and integrate over all space. The expansion of $e^{-i\mathbf G\cdot\mathbf r}$ has $(-i)^{l'}$ in place of $i^{l'}$, and (\ref{conv}) selects $l'=l$. The angular factor is therefore
\begin{equation}
(2l+1)^2(-i)^li^l\,\frac{4\pi}{2l+1}P_l(\cos\gamma)=4\pi(2l+1)P_l(\cos\gamma),
\end{equation}
because $(-i)^li^l=1$. What remains is the radial integral $F_l$.

The factor $1/\Omega$ comes from the normalization. In a crystal of $N$ cells the plane waves are $(N\Omega)^{-1/2}e^{i\mathbf G\cdot\mathbf r}$. An ion displaced by a lattice vector $\mathbf T$ contributes the same integral times $e^{-i(\mathbf G-\mathbf G')\cdot\mathbf T}=1$. The $N$ equal contributions turn $1/(N\Omega)$ into $1/\Omega$, while each radial integral still extends to infinity. An ion at a general position $\mathbf R$ gives the factor $e^{-i(\mathbf G-\mathbf G')\cdot\mathbf R}$, a diagonal unitary transformation that leaves eigenvalues and norms unchanged.

For a sum of Gaussians, $v_l=\sum_pA_pe^{-\alpha_pr^2}$, the radial integral has a closed form. Apply one Gaussian $Ae^{-\alpha r^2}$ in every channel. Since $\sum_l\hat P_l=1$, the channels add up to a local potential, whose Fourier integral is known:
\begin{equation}
4\pi\sum_l(2l+1)P_l(\cos\gamma)F_l(k,k')=A\Big(\frac{\pi}{\alpha}\Big)^{3/2}e^{-(k^2+k'^2)/4\alpha}\,e^{x\cos\gamma},\qquad x=\frac{kk'}{2\alpha}.
\end{equation}
Here $|\mathbf k-\mathbf k'|^2=k^2+k'^2-2kk'\cos\gamma$ was used. The Rayleigh expansion at imaginary argument reads $e^{x\cos\gamma}=\sum_l(2l+1)i_l(x)P_l(\cos\gamma)$, with $i_l$ the modified spherical Bessel function of the first kind. The $P_l$ are linearly independent, so the coefficients can be equated. Dividing by $4\pi$ and summing over the Gaussians gives
\begin{equation}
F_l(k,k')=\sum_p\frac{A_p\sqrt\pi}{4\alpha_p^{3/2}}\,e^{-(k^2+k'^2)/4\alpha_p}\,i_l\!\Big(\frac{kk'}{2\alpha_p}\Big).
\label{gauss}
\end{equation}

The angular factor in (\ref{main}) is already a sum of $2l+1$ products, by (\ref{add}). The radial factor couples $G$ and $G'$ through the integral and is what has to be separated. The weights in (\ref{K}) make its eigenvalues measure the error of the full operator. Insert (\ref{add}) in (\ref{main}) and express $F_l$ by $K$:
\begin{equation}
\langle\mathbf G|V_l|\mathbf G'\rangle=\sum_m\sqrt{\frac{4\pi}{w_i}}Y_{lm}(\hat{\mathbf G})\,K_{ij}\,\sqrt{\frac{4\pi}{w_j}}Y^*_{lm}(\hat{\mathbf G}'),
\end{equation}
where $i$ and $j$ are the shells of $\mathbf G$ and $\mathbf G'$. In matrix form $V_l=T(K\otimes 1)T^\dagger$, where $T_{\mathbf G,im}=\sqrt{4\pi/w_i}\,Y_{lm}(\hat{\mathbf G})$ if $\mathbf G$ lies in shell $i$ and zero otherwise. Replacing $K$ by its first $M$ terms $K_M$ leaves $T[(K-K_M)\otimes1]T^\dagger$, whose norm is at most $\|T\|^2|\lambda_{M+1}|$.

The matrix $T^\dagger T$ is block diagonal in the shells, with blocks
\begin{equation}
(g_i)_{mm'}=\frac{4\pi}{w_i}\sum_{\mathbf G\in i}Y_{lm}^*(\hat{\mathbf G})Y_{lm'}(\hat{\mathbf G}),\qquad
\operatorname{tr}g_i=\frac{4\pi}{w_i}\,w_i\,\frac{2l+1}{4\pi}=2l+1 .
\end{equation}
Each block is positive semidefinite, so its largest eigenvalue cannot exceed its trace. With $g_{\max}=\|T\|^2$ the largest eigenvalue over all shells, this proves (\ref{control}). If every $g_i$ is the unit matrix, $T$ preserves lengths and the inequality becomes an equality.

That happens for $l=0$, where $g_i=1$ trivially and $\mathbf G=0$ is included as a shell with $w=1$. For $l\ge1$ the vector $\mathbf G=0$ drops out because $j_l(0)=0$. For $l=1$ in a cubic cell, reflections of an axis make $\sum_{\mathbf G\in i}\hat G_a\hat G_b$ vanish for $a\ne b$. Permutations of the axes make the three diagonal sums equal, and they add up to $w_i$. Hence the sum is $w_i\delta_{ab}/3$. With $3P_1(\cos\gamma)=3\,\hat{\mathbf G}\cdot\hat{\mathbf G}'$ the channel becomes
\begin{equation}
V_1=\sum_n\sum_{a=x,y,z}\lambda_n|\chi_{na}\rangle\langle\chi_{na}|,\qquad
\chi_{na}(\mathbf G)=\sqrt3\,\hat G_a\frac{u_n(i)}{\sqrt{w_i}},
\label{chi}
\end{equation}
and the projectors are orthonormal:
\begin{equation}
\sum_{\mathbf G}\chi_{na}\chi_{n'b}=\sum_iu_n(i)u_{n'}(i)\,\frac{3}{w_i}\,\frac{w_i}{3}\,\delta_{ab}=\delta_{nn'}\delta_{ab}.
\end{equation}

For $l=2$ this fails. On the shell of the six vectors along the cube axes, the components $xy$, $yz$ and $zx$ vanish. The trace 5 is shared equally by the two remaining components, which cubic symmetry connects, so this shell has the eigenvalue $5/2$.

No other kernel of rank $M$ approximates $K$ better in the operator norm. If $B$ has rank at most $M$, the $(M+1)$-dimensional span of $u_1,\dots,u_{M+1}$ contains a unit vector $y$ with $By=0$. Then $\|(K-B)y\|=\|Ky\|\ge|\lambda_{M+1}|$. This applies in particular to an $M$-point quadrature of the radial integral, which is also separable, since each point $r_p$ contributes a product $j_l(kr_p)j_l(k'r_p)$.

The same argument bounds how fast the eigenvalues fall at large $M$. Write
\begin{equation}
K_{ij}=\int_0^\infty C_i\,\sigma\,C_j\,dr,\qquad C_i(r)=\sqrt{\frac{4\pi w_i}{\Omega}}\;r\,j_l(k_ir)\,|v_l(r)|^{1/2},
\end{equation}
with $\sigma(r)$ the sign of $v_l$, or $K=C^T\sigma C$ for short. The Bessel function has the series and the integral representation
\begin{equation}
j_l(z)=z^l\sum_{s\ge0}\frac{(-z^2)^s}{2^ss!\,(2l+2s+1)!!}=\frac{z^l}{2^{l+1}l!}\int_{-1}^1(1-t^2)^l\cos(zt)\,dt .
\end{equation}
The two agree term by term, because
\begin{equation}
\int_{-1}^1(1-t^2)^lt^{2s}dt=\frac{2^{l+1}l!\,(2s-1)!!}{(2l+2s+1)!!},\qquad (2s)!=2^ss!\,(2s-1)!!.
\end{equation}
After $M$ terms the cosine series has a remainder no larger than $(zt)^{2M}/(2M)!$. The weight $(1-t^2)^l$ is nonnegative, so the remainder of $j_l$ is no larger than its own first omitted term, for every real $z$.

Let $C_M$ be $C$ with $j_l$ cut after $M$ terms. Each term is a power of $k_i$ times a power of $r$, so $C_M$ has rank at most $M$, and so has $B=C_M^T\sigma C$. Since $K-B=(C-C_M)^T\sigma C$ and $\|\sigma\|\le1$,
\begin{equation}
|\lambda_{M+1}|\le\|C-C_M\|_{\rm HS}\,\|C\|_{\rm HS},\qquad
\|C-C_M\|_{\rm HS}^2\le\frac{\sum_i(4\pi w_i/\Omega)\,k_i^{2l+4M}\int_0^\infty|v_l|\,r^{2l+4M+2}dr}{[2^MM!\,(2l+2M+1)!!]^2},
\label{prior}
\end{equation}
where HS denotes the Hilbert--Schmidt norm, which is never smaller than the operator norm. If $|v_l|\le Ae^{-\alpha r^2}$, the integral is at most $A\,\Gamma(l+2M+\tfrac32)/(2\alpha^{l+2M+3/2})$. The denominator is at least $[(2M+1)!]^2$. The factorials win over all powers, and the eigenvalues fall faster than any exponential in $M$. A slower decay of $v_l$ weakens this conclusion. For $|v_l|\propto e^{-\kappa r}$ the moment is $(2l+4M+2)!/\kappa^{2l+4M+3}$, and since $(4M)!/[(2M)!]^2\sim2^{4M}$ the bound behaves as $(2k_c/\kappa)^{2M}$ up to powers of $M$; it grows with $M$ when $\kappa<2k_c$. The bound is empty if the moments diverge.

In the limit of a large cell the eigenvalues no longer depend on its size. As $\Omega$ grows, the number of plane waves in $dk$ tends to $\Omega\,4\pi k^2dk/(2\pi)^3$, so $4\pi w_i/\Omega$ becomes $(2/\pi)k^2dk$. The matrix $K$ turns into the integral kernel $(2/\pi)kk'F_l(k,k')$ on $0<k<k_c$, from which $\Omega$ has disappeared. The number of radial terms for a given error is then fixed by $v_l$ and $k_c$.

For a numerical example take $l=1$ and the model channel $v=10e^{-4r^2}-4e^{-2r^2}$ hartree, with $r$ in bohr. It is repulsive near the ion and attractive outside. First consider one matrix element, with moduli 2.6439 and 2.4536 bohr$^{-1}$ and $\cos\gamma=0.25898$. A double angular quadrature of the definition gives $-0.14655$ hartree bohr$^3$ for $\Omega$ times the element, and (\ref{main}) with (\ref{gauss}) gives the same. Dividing by $4\pi\times3\times0.25898=9.763$ leaves $F_1=-0.01501$ hartree bohr$^3$.

In a cubic cell of side 8 bohr with $k_c=4$ bohr$^{-1}$ there are 514 plane waves besides $\mathbf G=0$, in 22 shells. To see the effect on a level, the kinetic energy and a local well $-6e^{-0.3r^2}$ hartree are added. The lowest odd-parity level with the full channel lies at $-2.04268$ hartree ($-55.584$ eV) in this basis. It is not converged in the cutoff: at $k_c=10$ bohr$^{-1}$ it lies at $-2.0552$ hartree, lower by $0.0125$ hartree ($0.34$ eV), which is more than any of the level shifts below. The expansion gives, in hartree,
\begin{center}
\begin{tabular}{cccc}
$M$ & $\lambda_M$ & operator error & level shift\\
1 & $-1.125\times10^{-1}$ & $5.92\times10^{-2}$ & $-1.83\times10^{-4}$\\
2 & $5.92\times10^{-2}$ & $2.66\times10^{-3}$ & $3.64\times10^{-4}$\\
3 & $-2.66\times10^{-3}$ & $3.49\times10^{-5}$ & $8.66\times10^{-7}$\\
4 & $-3.49\times10^{-5}$ & $3.14\times10^{-7}$ & $1.11\times10^{-9}$
\end{tabular}
\end{center}
The operator error is computed from the full 514-dimensional matrices, and it reproduces the next $|\lambda|$ in each row. The leading eigenvalue, $-3.061$ eV, is negative although $v(0)=6$ hartree is positive. At small $k$, $j_1(kr)\simeq kr/3$, so $F_1\simeq(kk'/9)\int r^4v\,dr$. Since $\int_0^\infty r^4e^{-\alpha r^2}dr=3\sqrt\pi/(8\alpha^{5/2})$, the sign is that of $10/4^{5/2}-4/2^{5/2}=0.31-0.71<0$. A slow $p$ wave is kept away from the repulsive centre and feels the attractive outer part. A negative diagonal element of $K$ guarantees a negative eigenvalue, but not that it is the largest in modulus; that it is so here is a result of the computation and depends on the cutoff. The function $v$ ranges from $-0.4$ hartree (where $e^{-2r^2}=1/5$) to $6$ hartree, so once the cutoff is large enough to resolve the centre, the leading eigenvalue is positive.

The level shift, taken relative to the full channel, grows in magnitude from $M=1$ to $M=2$ although the operator error falls by a factor of 22. This is allowed. By the variational principle for ordered eigenvalues, a perturbation of norm $\epsilon$ moves no level by more than $\epsilon$, but the shift of one level need not decrease steadily. To first order it is $-\sum_{n>M}\lambda_n\sum_a|\langle\chi_{na}|\psi\rangle|^2$ for a normalized state $\psi$, and terms of opposite sign can cancel at $M=1$. The operator error is thus a safe criterion for all states in the basis, and a pessimistic one for this level.

Gauss quadrature on $0<r<2.5$ bohr with four points has the error 0.351 hartree, against $3.1\times10^{-7}$ hartree for four eigenvectors. The quadrature error exceeds even the norm of the channel, 0.112 hartree, so, measured in the operator norm, dropping the channel altogether would be the smaller error. The bound (\ref{prior}) is $1.2\times10^{-1}$ hartree at $M=8$ and $7.9\times10^{-9}$ hartree at $M=20$. At $M=8$ it still exceeds the norm of the channel, so it establishes the decay only at large $M$ and is far too loose for choosing $M$, which the computed eigenvalues do directly.

An error below $10^{-6}$ hartree needs $M=4$ in cells of side 8, 16 and 32 bohr, and also for the isolated ion, while the number of plane waves rises from 514 to 35512. The number of terms does depend on the cutoff: in the cell of side 8 bohr it is $M=5$, 6, 8 and 10 for $k_c=5$, 6, 8 and 10 bohr$^{-1}$. The leading eigenvalue is $-0.1125$, $-0.1142$ and $-0.1147$ hartree in the three cells and $-0.1146$ hartree for the isolated ion. The second eigenvalue is more sensitive to the cell: it is $0.0592$ hartree at side 8 bohr and $0.0745$ hartree for the isolated ion.

For $l=2$ with the same $v$, the largest Gram eigenvalue is $g_{\max}=2.5$, the value found on the axis shell. At $M=1$ the operator error is $6.97\times10^{-3}$ hartree and $|\lambda_2|=6.72\times10^{-3}$ hartree. The equality valid for $l=1$ is broken, and the error stays well below the bound $2.5\,|\lambda_2|=1.68\times10^{-2}$ hartree.

In orbital-space quantum Monte Carlo a walker is a Slater determinant whose orbitals are vectors in the plane-wave basis. The channel is a sum of one-particle operators that act on different electrons and so commute. Its imaginary-time exponential is therefore a product of identical one-particle factors, and it maps the determinant to another one by acting on each orbital. No trial function enters this step, so the nonlocal channel needs no locality approximation here. The splitting error between this factor and the rest of the Hamiltonian remains, as does any constraint used against the phase problem.

For orthonormal projectors, as in (\ref{chi}), powers of $V_1$ act on each $\chi_{na}$ separately, and
\begin{equation}
e^{-\tau V_1}=1+\sum_{n,a}(e^{-\tau\lambda_n}-1)|\chi_{na}\rangle\langle\chi_{na}| .
\end{equation}
Dropping the terms with $n>M$ costs $\max_{n>M}|e^{-\tau\lambda_n}-1|$ in operator norm. With $\tau=0.05$ hartree$^{-1}$ and $M=4$ this is about $0.05\times3.14\times10^{-7}=1.57\times10^{-8}$, and the error found against a direct matrix exponential is the same. Projecting an orbital on the $3M=12$ functions and adding them back takes $2\times12\times514=12336$ multiplications, compared with $514^2=264196$ for the dense matrix. For one ion at fixed $M$ the first count grows linearly with the number of plane waves and the second quadratically. In a crystal the number of ions grows with the cell, each ion needs its own projectors, and one dense matrix holds all ions, so both counts grow quadratically; with one such channel per 64 bohr$^3$ the separable count is about 0.35 of the dense one.

The orthonormality in (\ref{chi}) rests on the cubic symmetry of the shells, which a general Bloch vector $\mathbf k\ne0$, with plane waves $\mathbf k+\mathbf G$, removes. When the projectors are not orthonormal, as for $l=2$ or for $l=1$ at such a $\mathbf k$, the truncated channel must first be diagonalized within their span, of dimension at most $(2l+1)M$. Projectors on different ions generally overlap too. The exponential form then holds for each channel's factor separately. The channels of different ions need not commute, and in the finite basis neither need channels of different $l$ on one ion, such as $l=1$ and $l=3$ in a cubic cell, so the product of these factors carries a further splitting error. In the sum of the channels the truncation errors add at most linearly in the operator norm, by the triangle inequality. In the product of exponentials each error is multiplied by the norms of the other factors, which exceed one when a channel has a negative eigenvalue. The numerical check accompanying this text compares the matrix elements, errors and propagator with direct evaluations.

\section*{Numbers as computed}
\begin{verbatim}
Matrix element times Omega, hartree bohr^3
|k|=2.6439, |k'|=2.4536 bohr^-1, cos=0.25898
l=0: quadrature 1.11366601, formula 1.11366601
l=1: quadrature -0.14655236, formula -0.14655236
l=2: quadrature 0.36874680, formula 0.36874680
l=3: quadrature 0.13626010, formula 0.13626010
sum over l 1.45096740, local potential 1.45096740
Cell side 8.0 bohr, cutoff 4.0 bohr^-1
plane waves without G=0: 514, shells: 22
lowest odd level, full V: -2.04267974 hartree = -55.58415 eV
lambda_1 = -3.06074 eV
M, lambda_M, operator error, lowest-level shift (hartree)
1 -1.124801e-01 5.921e-02 -1.829e-04
2  5.921452e-02 2.663e-03  3.636e-04
3 -2.662630e-03 3.491e-05  8.664e-07
4 -3.491343e-05 3.137e-07  1.107e-09
5 -3.136642e-07 1.874e-09  7.838e-13
6 -1.874118e-09 7.035e-12  1.465e-14
7 -7.035092e-12 2.290e-14  1.732e-14
8 -2.289094e-14 1.638e-16  4.885e-15
M-point radial Gauss quadrature on 0-2.5 bohr, error (hartree)
M=2: quadrature 6.664e-01, diagonal 2.663e-03
M=4: quadrature 3.508e-01, diagonal 3.137e-07
M=6: quadrature 3.303e-02, diagonal 7.035e-12
A priori bound on |lambda_(M+1)|, hartree
M=8: 1.185e-01
M=12: 1.418e-03
M=16: 5.277e-06
M=20: 7.922e-09
Radial terms for operator error below 1e-06 hartree
L=8 bohr: 514 waves, M=4, lambda_1=-0.11248 hartree
L=16 bohr: 4384 waves, M=4, lambda_1=-0.11424 hartree
L=32 bohr: 35512 waves, M=4, lambda_1=-0.11469 hartree
isolated ion: M=4, lambda_1=-0.11458 hartree
multiplications per orbital, L=8: dense 264196, separable 12336
propagator, tau=0.05 hartree^-1, M=4: error 1.568e-08, formula 1.568e-08
l=2: g_max = 2.50000; M, operator error, |lambda_(M+1)|
1 6.9696e-03 6.7207e-03 hartree
2 9.5116e-05 9.2557e-05 hartree
3 2.2739e-06 2.1858e-06 hartree
\end{verbatim}
